\section*{Total Solute in the Muraki Profile of a Finite Well}

\section{Problem}

A quantum well is grown layer by layer. During layers $n=1,\dots,N$ the beam supplies a solute fraction $x_0$ per layer; afterwards a cap is grown with no solute in the beam. The solute segregates: of the amount available at the surface while a layer forms, a fraction $R$ moves on to the surface of the finished layer, and the fraction $1-R$ is buried in it. The Muraki profile gives the resulting composition of layer $n$ as
\begin{equation}
x_n=
\begin{cases}
x_0(1-R^n), & 1\le n\le N,\\[2pt]
x_0(1-R^N)\,R^{\,n-N}, & n>N .
\end{cases}
\label{eq:profile}
\end{equation}

The surface is free of solute at the start, nothing desorbs, and all layers have the same density of solute sites. Amounts are given in monolayers (ML), where 1~ML fills all solute sites of one layer. The deposited amount is therefore $Nx_0$.

\begin{enumerate}
\item[(a)] Sum the profile over the well and an infinitely thick cap. For which $R$ in the range $0\le R\le 1$ does the sum equal the deposited amount?
\item[(b)] How much solute is buried when the cap has $M$ layers?
\item[(c)] The cap is grown under different conditions, with a segregation fraction $R'<1$ in place of $R$. What is the profile in the cap, and what is the total?
\end{enumerate}

For numbers, take the round model parameters $x_0=0.20$, $N=10$, $R=0.80$ and $R'=0.60$.

\section{A tempting solution}

No atom desorbs, so every deposited solute atom is still in the sample. The profile says where the solute atoms are. Its sum must therefore be $Nx_0$, whatever the value of $R$. This answers (a): the equality holds for all $0\le R\le1$. The argument never used the thickness of the cap, so the answer to (b) is also $Nx_0$. For (c), the decay in the cap is now governed by $R'$, so the tail becomes $x_0(1-R^N)R'^{\,m}$ in cap layer $m=n-N$. Since still nothing desorbs, the total is again $Nx_0$.

\section{Where it fails}

The case $R=1$ exposes the first fault. Equation~\eqref{eq:profile} then gives $x_n=0$ in every layer, and the sum is zero, not $Nx_0$. No atom has left the sample, but none has been buried either: the whole deposit rides on the growing surface.

The argument has confused two statements. ``Every atom is in the sample'' follows from the absence of desorption. ``Every atom is in a buried layer'' does not. The profile counts buried atoms, while the solute floating on the surface is a separate store. Conservation fixes the sum of the two. To obtain the buried amount alone, one has to show what happens to the floating amount as the cap grows, and this is where the value of $R$ and the cap thickness enter.

The answer to (c) has a second fault. It changes the decay rate of the tail but keeps a prefactor that was derived for equal segregation fractions in well and cap. Appealing to conservation cannot repair a profile that does not obey it. Both faults are removed by following the floating solute explicitly.

\section{Balance of one layer}

Let $s_n$ be the floating amount after layer $n$ is complete, with $s_0=0$. Let $f_n$ be the amount supplied during layer $n$, so that $f_n=x_0$ for $n\le N$ and $f_n=0$ for $n>N$. The amount available while layer $n$ forms is
\begin{equation}
p_n=f_n+s_{n-1},
\label{eq:pool}
\end{equation}
and the segregation rule divides it into
\begin{equation}
x_n=(1-R)\,p_n,\qquad s_n=R\,p_n .
\label{eq:split}
\end{equation}

\subsection{Inside the well}

Here $p_n=x_0+s_{n-1}=x_0+Rp_{n-1}$ for $n\ge2$, and $p_1=x_0$. Thus $p_2=x_0(1+R)$, $p_3=x_0(1+R+R^2)$, and in general
\begin{equation}
p_n=x_0\sum_{k=0}^{n-1}R^k .
\label{eq:poolsum}
\end{equation}
If this holds for $n$, then $x_0+Rp_n=x_0\bigl(1+\sum_{k=1}^{n}R^k\bigr)$, which is the same formula for $n+1$; so it holds throughout the well.

Multiplying the sum by $1-R$ cancels all terms except the first and the last:
\begin{equation}
(1-R)\sum_{k=0}^{n-1}R^k=1-R^n .
\label{eq:geom}
\end{equation}
Hence $x_n=(1-R)p_n=x_0(1-R^n)$, the first branch of Eq.~\eqref{eq:profile}. For $R<1$ we may divide Eq.~\eqref{eq:geom} by $1-R$, and the floating amount at the end of the well is
\begin{equation}
s_N=Rp_N=\frac{x_0R(1-R^N)}{1-R}.
\label{eq:sN}
\end{equation}
For $R=1$ the sum in Eq.~\eqref{eq:poolsum} has $n$ equal terms, and $s_N=Nx_0$.

\subsection{In the cap}

With no supply, $p_{N+m}=s_{N+m-1}$. Each layer multiplies the floating amount by $R$, so
\begin{equation}
s_{N+m}=R^m s_N ,\qquad x_{N+m}=(1-R)R^{m-1}s_N .
\label{eq:cap}
\end{equation}
Inserting Eq.~\eqref{eq:sN} for $R<1$, the factor $1-R$ cancels and the factor $R$ in $s_N$ raises the power by one:
\begin{equation}
x_{N+m}=(1-R)R^{m-1}\,\frac{x_0R(1-R^N)}{1-R}=x_0(1-R^N)R^m .
\end{equation}
This is the second branch. The prefactor $x_0(1-R^N)$ thus has its simple form because the same $R$ governed the accumulation in the well and the burial in the cap.

\section{Answers to (a) and (b)}

Take $R<1$ first. The sum over the well is
\begin{align}
W&=\sum_{n=1}^{N}x_0(1-R^n)
=Nx_0-x_0\sum_{n=1}^{N}R^n \nonumber\\
&=Nx_0-\frac{x_0R(1-R^N)}{1-R}=Nx_0-s_N .
\label{eq:well}
\end{align}
The geometric sum here starts at $n=1$; it is $R$ times the sum in Eq.~\eqref{eq:geom} with $n=N$, which supplies the factor $R$ in the numerator. The deficit of the well is the amount floating when the beam is switched off.

The first $M$ cap layers contain
\begin{align}
T_M&=x_0(1-R^N)\sum_{m=1}^{M}R^m
=x_0(1-R^N)\,\frac{R(1-R^M)}{1-R} \nonumber\\
&=s_N(1-R^M).
\label{eq:tail}
\end{align}
Adding the two parts gives the buried amount asked for in (b),
\begin{equation}
B_M=W+T_M=Nx_0-s_NR^M .
\label{eq:buried}
\end{equation}
The subtracted term is $s_{N+M}$, the solute still on the surface. For $0<R<1$ it is positive for every finite $M$, so a finite cap never buries the whole deposit in this model.

For an infinite cap, $R^M\to0$ because $0\le R<1$, and
\begin{equation}
\boxed{\;\sum_{n=1}^{\infty}x_n=Nx_0\qquad(0\le R<1).\;}
\label{eq:result}
\end{equation}
This is an identity for every positive integer $N$, not an approximation for wide wells. At $R=1$ the profile vanishes and the sum is zero, so the answer to (a) is $0\le R<1$, provided that $x_0>0$.

The floating amount $s_N$ must not be added to the total in Eq.~\eqref{eq:result}. It is the same solute that the tail contains, seen at an earlier time.

\subsection{Why the terms cancel}

Equations~\eqref{eq:pool} and \eqref{eq:split} give $x_n+s_n=p_n=f_n+s_{n-1}$, or
\begin{equation}
x_n=f_n+s_{n-1}-s_n .
\end{equation}
Summed from $n=1$ to $L$, each intermediate $s_n$ appears once with each sign. With $s_0=0$,
\begin{equation}
\sum_{n=1}^{L}x_n=\sum_{n=1}^{L}f_n-s_L .
\label{eq:telescope}
\end{equation}
This is the correct form of the conservation argument. The value of $R$ was not used, and it could even change from layer to layer. The buried total equals the deposit if and only if $s_L\to0$ as the cap grows. The tempting solution omitted this last term.

\subsection{Limiting cases}

For $R=0$ nothing floats, and the profile is the abrupt well with $x_n=x_0$ for $n\le N$ and zero beyond. For a well of a single layer, $N=1$, that layer keeps $x_0(1-R)$ and the tail receives $s_1=x_0R$. For a wide well, $s_N$ approaches the constant $x_0R/(1-R)$, so the share of the deposit that ends up in the tail falls as $1/N$.

The limit $R\to1$ depends on the order in which it is taken. At fixed $M$, $s_N\to Nx_0$ and $R^M\to1$, so $B_M\to0$. If the cap is made infinite first, the total is $Nx_0$ for every $R<1$ and stays there as $R\to1$. No finite cap reaches this total for $0<R<1$, and the closer $R$ is to one, the thicker the cap needed to come within a given small amount of it.

\section{Numbers for (a) and (b)}

The deposit is $10\times0.20=2.00$~ML. At the end of the well,
\begin{equation}
s_N=\frac{0.20\times0.80\,(1-0.80^{10})}{0.20}=0.714\ \text{ML}.
\end{equation}
The well therefore holds $2.000-0.714=1.286$~ML and the infinite tail $0.714$~ML, which is 35.7\% of the deposit. The composition rises from $x_1=0.040$ to $x_{10}=0.179$ without reaching $0.20$, then falls to $x_{11}=0.143$ and $x_{20}=0.019$.

For a cap of five layers, Eq.~\eqref{eq:buried} gives
\begin{equation}
B_5=2.000-0.714\times0.80^5=1.766\ \text{ML},
\end{equation}
with $0.234$~ML still floating. The tempting answer, $2.00$~ML, counts this surface solute as buried. With 20 cap layers the floating remainder is down to $0.008$~ML.

To bury all but a fraction $\varepsilon>0$ of the deposit when $0<R<1$, we need $s_NR^M\le\varepsilon Nx_0$. Taking logarithms and dividing by $\ln R$, which is negative and so reverses the inequality,
\begin{equation}
M\ge\frac{\ln(\varepsilon Nx_0/s_N)}{\ln R}.
\end{equation}
For $\varepsilon=0.01$ the right-hand side is $\ln(0.020/0.714)/\ln0.80=16.02$, so 17 cap layers are required.

The order of limits is visible at $R=0.999$: after 50 cap layers, $0.108$~ML is buried and $1.892$~ML still floats. This case illustrates the algebra, not a realistic surface, because more than a full monolayer of solute would be floating. The model sets no upper limit on $s_n$ or $x_n$, so it must be checked separately that neither exceeds 1~ML; since both are parts of $p_n$, the condition $p_n\le1$~ML is sufficient. In the main example the largest available amount is $p_{10}=0.893$~ML. It occurs at the end of the well, since $p_n$ grows while the beam supplies solute and shrinks afterwards. This only shows that no layer is overfilled. A constant $R$ describes a dilute surface, and $0.714$~ML of floating solute is not dilute. If the split instead obeys the site-limited exchange rule $s_n(1-x_n)/[x_n(1-s_n)]=R/(1-R)$, which reduces to Eq.~\eqref{eq:split} at low coverage, the same parameters give $s_N\approx0.49$~ML and $x_{10}=0.197$. The profile then departs from Eq.~\eqref{eq:profile}, while the balance of Eq.~\eqref{eq:telescope} still holds.

\section{Answer to (c)}

The well is unchanged, and it hands the amount $s_N$ of Eq.~\eqref{eq:sN} to the cap. There the split is made with $R'$, so Eq.~\eqref{eq:cap} becomes
\begin{equation}
x_{N+m}=(1-R')\,R'^{\,m-1}s_N .
\label{eq:newcap}
\end{equation}
For $0\le R'<1$ its sum is
\begin{equation}
s_N(1-R')\sum_{m=1}^{\infty}R'^{\,m-1}=s_N(1-R')\,\frac{1}{1-R'}=s_N .
\end{equation}
Together with $W=Nx_0-s_N$, the total is again $Nx_0$. The conditions in the cap alter the shape of the tail but not its content.

The tail of the tempting solution sums instead to $x_0(1-R^N)R'/(1-R')$. Divided by the correct content $s_N$, this is
\begin{equation}
\frac{x_0(1-R^N)\,R'/(1-R')}{x_0(1-R^N)\,R/(1-R)}
=\frac{R'(1-R)}{R(1-R')}
\qquad(R>0).
\end{equation}
Since $R/(1-R)$ increases with $R$, the ratio is one only for $R'=R$. It is below one for $R'<R$, where solute is lost on paper, and above one for $R'>R$, where solute is created.

For $R'=0.60$ the ratio is $0.60\times0.20/(0.80\times0.40)=0.375$. The tempting tail holds $0.268$~ML instead of $0.714$~ML, and the total comes out as $1.554$~ML instead of $2.000$~ML.

The correct profile has a feature that the tempting one misses. Its first cap layer has the composition $0.40\times0.714=0.286$, higher than the last well layer ($0.179$) and higher even than the supplied fraction ($0.20$). The composition peaks after the beam has been switched off, because the first cap layer buries 40\% of the solute that had accumulated on the surface. The position of this peak depends on when the conditions change. Here layer $N$ is still split with $R$; if $R'$ already governed the split of layer $N$, the peak would lie in that last well layer, $x_{10}=0.40\times0.893=0.357$, with the same total. Weaker segregation alone does not guarantee such a rise. Since $x_N=(1-R)p_N$ and $x_{N+1}=(1-R')Rp_N$, the first cap layer is richer than the last well layer only if $(1-R')R>1-R$, which here means $R'<0.75$.

\section{If solute desorbs}

The identity rests on the absence of desorption. Suppose that a fraction $d$ of the floating solute is lost after each layer, with the same $R$ in well and cap. Then $s_n=(1-d)Rp_n$. The balance is linear, so each supplied portion can be followed separately. A fraction $1-R$ of it is buried in the layer with which it arrives. A fraction $q=R(1-d)$ remains available for the next layer, where the same division is repeated. For $q<1$, the fraction buried in an infinite cap is
\begin{equation}
(1-R)\sum_{k=0}^{\infty}q^k=\frac{1-R}{1-R(1-d)} .
\end{equation}
It is one for $d=0$ and $R<1$, and below one when both $R$ and $d$ are positive. For $R=0.80$ and $d=0.02$ it is $0.20/0.216=0.926$, so $1.852$~ML of the $2.000$~ML is buried. The loss of 7.4\% of the deposit exceeds the 2\% lost per layer because a floating atom can be exposed to desorption several times before it is buried.

The numerical output lists the main values, with further layers and cap thicknesses.

\section*{Computed values}
\begin{verbatim}
Supplied fraction x0 = 0.2
Well layers N = 10
Segregation fraction R = 0.8
Deposited amount = 2.000000 ML
Composition x_1 = 0.040000
Composition x_2 = 0.072000
Composition x_5 = 0.134464
Composition x_10 = 0.178525
Composition x_11 = 0.142820
Composition x_12 = 0.114256
Composition x_15 = 0.058499
Composition x_20 = 0.019169
Composition x_30 = 0.002058
Largest available surface amount = 0.892626 ML
Floating amount at end of well = 0.714101 ML
Sum over well = 1.285899 ML
Sum over cap tail = 0.714101 ML
Total incorporated = 2.000000 ML
Tail share of deposit = 35.71 %
Cap 5 layers: buried 1.766003 ML, floating 0.233997 ML
Cap 10 layers: buried 1.923324 ML, floating 0.076676 ML
Cap 20 layers: buried 1.991767 ML, floating 0.008233 ML
Cap 40 layers: buried 1.999905 ML, floating 0.000095 ML
Cap for 99 % burial: bound 16.0224, so 17 layers
Cap segregation fraction R' = 0.6
First cap layer with R' = 0.285640
Total with correct R' tail = 2.000000 ML
Naive R' tail sum = 0.267788 ML
Total with naive R' tail = 1.553687 ML
Desorbed fraction per layer d = 0.02
Buried share with desorption = 92.59 %
Buried amount with desorption = 1.851852 ML
R = 0.999, cap 50 layers: buried 0.108021 ML, floating 1.891979 ML
R = 1, cap 50 layers: buried 0.000000 ML, floating 2.000000 ML
\end{verbatim}
